# Hot-electron shot noise of a diffusive wire: the Fano factor √3/4

## The situation

A thin metal wire joins two large, cold metal pads, and a voltage $V$ drives a current through it. The pads are so cold that the wire at rest is almost silent. With current flowing, the noise grows in proportion to the current, as it would if electrons arrived at random, but it is weaker.

Independent arrivals of charge $e$ would give the current noise $2eI$. The Fano factor compares the actual noise with this value:

$$F=\frac{S}{2eI}.$$

Here $S$ is the one-sided spectral density at low frequency, in the convention where a resistor $R$ in equilibrium has $S=4kT/R$.

If the electrons exchange energy among themselves quickly, the noise is the Johnson noise of an electron gas heated by the current. Joule heating fixes how much heat is released, and the Wiedemann-Franz law fixes how well the electrons carry it to the pads. Both involve the same conductivity, which therefore cancels, leaving $F=\sqrt3/4$.

## Assumptions

1. The mean free path $\ell$ is much shorter than the wire length $L$, and disorder dominates the scattering. The density of states $\nu$ and diffusion constant $D$ do not vary over the energies involved.
2. Electrons share energy over a length $L_{ee}\ll L$, so each point has a Fermi function with its own temperature $T$ and chemical potential $\mu$.
3. Heat loss to phonons is negligible; heat leaves through the ends.
4. The metal is normal, the pads stay at temperature $T_0$, and quantum corrections to the resistance are neglected.
5. The frequency is low enough for the fluctuating current to be the same along the wire, and for the noise to be classical.

Assumption 2 is essential: without it there is no electron temperature, and the Fano factor is different, as shown below.

## The Wiedemann-Franz law

Let $\varepsilon$ be the total electron energy, including electrostatic energy. Elastic scattering conserves it, so electrons diffuse at fixed $\varepsilon$, with particle current density $-\nu D\,\partial f/\partial x$ per unit energy. For a local Fermi function of $(\varepsilon-\mu)/kT$, the chain rule gives

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial\varepsilon}\right)\left[\frac{d\mu}{dx}+\frac{\varepsilon-\mu}{T}\frac{dT}{dx}\right].$$

In the particle current, the second term is odd about $\mu$ and integrates to zero. What remains is

$$j_n=-\nu D\,\frac{d\mu}{dx}.$$

A field $E$ on charges $-e$ gives $d\mu/dx=eE$, so the electric current density is $-ej_n=e^2\nu D\,E$ and $\sigma=e^2\nu D$.

The heat current carries the weight $\varepsilon-\mu$, so now the first term vanishes:

$$j_q=-\nu D\,\frac1T\frac{dT}{dx}\int(\varepsilon-\mu)^2\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

With $z=(\varepsilon-\mu)/kT$ the integral is $(kT)^2J$. For $z>0$, the function $-df/dz=e^{-z}/(1+e^{-z})^2$ expands as $\sum_{n\ge1}(-1)^{n+1}n\,e^{-nz}$. It is even in $z$, and $\int_0^\infty z^2e^{-nz}dz=2/n^3$, so

$$J=2\sum_{n\ge1}(-1)^{n+1}\frac{2}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

Comparing $j_q$ with $-\kappa\,dT/dx$ gives

$$\kappa=\frac{\pi^2}{3}k^2T\,\nu D=\mathcal L\,\sigma T,\qquad \mathcal L=\frac{\pi^2}{3}\frac{k^2}{e^2}=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

## Joule heating and the temperature profile

Let $A(x)$ be the cross-section, $Q$ the heat current and $I_n=Aj_n$ the particle current. The total energy current is $Q+\mu I_n$. In a steady state with no phonon loss it is constant along the wire, and so is $I_n$. Therefore

$$\frac{dQ}{dx}=-I_n\frac{d\mu}{dx}=\nu DA\left(\frac{d\mu}{dx}\right)^2=\frac{I^2}{\sigma A}.$$

The last step uses $I=e\nu DA\,|d\mu/dx|$. This is Joule's law per unit length.

Now measure position by the fraction $r$ of the total resistance passed, from 0 to 1:

$$dr=\frac{dx}{\sigma AR}.$$

The heating equation becomes $dQ/dr=I^2R=V^2/R$. Fourier's law becomes

$$Q=-\mathcal L\sigma TA\frac{dT}{dx}=-\frac{\mathcal L}{R}T\frac{dT}{dr}=-\frac{\mathcal L}{2R}\frac{d(T^2)}{dr}.$$

Inserting this into the heating equation gives

$$\frac{d^2(T^2)}{dr^2}=-\frac{2V^2}{\mathcal L}.$$

Conductivity and cross-section have dropped out, so the result also holds for a wire of varying width. Two integrations give $T^2=-(V^2/\mathcal L)r^2+c_1r+c_2$. The condition $T=T_0$ at $r=0$ sets $c_2=T_0^2$, and the same condition at $r=1$ sets $c_1=V^2/\mathcal L$. Thus

$$T^2(r)=T_0^2+\frac{V^2}{\mathcal L}\,r(1-r).$$

The maximum is at $r=\tfrac12$. For $T_0=0$ it equals

$$v=\frac{V}{2\sqrt{\mathcal L}}=\frac{\sqrt3}{2\pi}\frac{eV}{k}\approx0.276\,\frac{eV}{k}.$$

A better conductor of given shape produces more heat at fixed voltage, but carries it away better by the same factor.

## Noise of one slice

Divide the wire into slices, each much longer than $\ell$ but short enough to have one temperature. Random scattering between states of equal energy produces a fluctuating current. A transition needs a filled initial state and an empty final state. Over a mean free path $f$ hardly changes, so transitions in both directions occur at rates proportional to $f(1-f)$. The noise source of a slice with resistance $\delta R$ is then proportional to $\int f(1-f)\,d\varepsilon$.

The prefactor follows from equilibrium. For a Fermi function, $f(1-f)=-kT\,\partial f/\partial\varepsilon$, and hence $\int f(1-f)\,d\varepsilon=kT$. Agreement with Johnson noise requires

$$S_{\rm slice}=\frac{4}{\delta R}\int f(1-f)\,d\varepsilon .$$

To leading order in $\ell/L$ the source depends on the local $f$ alone, so this form also holds under current. In the hot-electron case it is $4kT(r)/\delta R$.

The temperature itself fluctuates too. At fixed voltage this does not change the current here, because the resistance is taken to be independent of $T$ and thermoelectric effects are neglected.

## Adding the slices

Let slice $m$ have resistance $R_m$, noise source $i_m$ and voltage fluctuation $\delta V_m$. At low frequency one fluctuating current $\delta I$ passes through all slices:

$$\delta I=\frac{\delta V_m}{R_m}+i_m .$$

Multiply by $R_m$ and sum. The total voltage is fixed, so $\sum_m\delta V_m=0$, and

$$\delta I=\sum_m\frac{R_m}{R}\,i_m=\sum_m\delta r_m\,i_m .$$

The sources are independent, so their spectral densities add with squared weights. With $R_m=R\,\delta r_m$,

$$S=\sum_m(\delta r_m)^2\,\frac{4kT_m}{R\,\delta r_m}\;\longrightarrow\;\frac{4k}{R}\int_0^1T(r)\,dr=\frac{4k\langle T\rangle}{R}.$$

The average is taken over resistance, the same coordinate in which the temperature profile is universal.

## The cold-reservoir result

For $T_0=0$ the profile is $T=2v\sqrt{r(1-r)}$. Substituting $r=\sin^2\theta$, with $dr=2\sin\theta\cos\theta\,d\theta$, gives

$$\int_0^1\sqrt{r(1-r)}\,dr=\int_0^{\pi/2}2\sin^2\theta\cos^2\theta\,d\theta=\frac12\int_0^{\pi/2}\sin^22\theta\,d\theta=\frac{\pi}{8}.$$

Hence

$$\langle T\rangle=\frac{\pi v}{4}=\frac{\sqrt3}{8}\frac{eV}{k},\qquad S=\frac{4k}{R}\cdot\frac{\sqrt3}{8}\frac{eV}{k}=\frac{\sqrt3}{2}\,eI,$$

where $V/R=I$ was used. Dividing by $2eI$,

$$F=\frac{\sqrt3}{4}\approx0.433 .$$

The noise is linear in current because the electron temperature is linear in voltage: heating grows as $V^2$, while the heat conducted to the ends grows as $T^2$.

## Reservoirs at finite temperature

Set $s=2r-1$, so that $r(1-r)=(1-s^2)/4$, and let $T_m^2=T_0^2+v^2$. The profile becomes $T^2=T_m^2-v^2s^2$. It is even in $s$, so

$$\langle T\rangle=\int_0^1\sqrt{T_m^2-v^2s^2}\,ds .$$

Substitute $s=(T_m/v)\sin\alpha$. At the upper limit $\alpha_1$, $\sin\alpha_1=v/T_m$ and $\cos\alpha_1=T_0/T_m$, so $\alpha_1=\arctan(v/T_0)$. Then

$$\langle T\rangle=\frac{T_m^2}{v}\int_0^{\alpha_1}\cos^2\alpha\,d\alpha=\frac{T_m^2}{2v}\left(\alpha_1+\sin\alpha_1\cos\alpha_1\right),$$

and therefore

$$S=\frac{2k}{R}\left[T_0+\left(v+\frac{T_0^2}{v}\right)\arctan\frac{v}{T_0}\right].$$

For cold reservoirs put $\tau=T_0/v\ll1$ and use $\arctan(1/\tau)=\pi/2-\tau+\tau^3/3-\dots$ The linear terms cancel:

$$\langle T\rangle=\frac v2\left[\tau+(1+\tau^2)\left(\frac\pi2-\tau+\frac{\tau^3}{3}\right)+\dots\right]=\frac{\pi v}{4}\left[1+\tau^2-\frac{4}{3\pi}\tau^3+\dots\right].$$

For small voltage, $v\ll T_0$, expand the profile instead: $T\approx T_0+v^2(1-s^2)/(2T_0)$. The average of $1-s^2$ is $2/3$, so

$$S\approx\frac{4kT_0}{R}\left(1+\frac{v^2}{3T_0^2}\right).$$

This returns Johnson noise at $V=0$. The ratio $S/(2eI)$ then diverges as $2kT_0/eV$, and no longer measures shot noise.

## What the collisions do

Suppose that electrons cross the wire without exchanging energy. Diffusion at each energy then gives $\partial^2f/\partial r^2=0$, so $f=(1-r)f_0+rf_1$, where $f_0$ and $f_1$ are the Fermi functions of the reservoirs at $r=0$ and $r=1$. Take $\mu=0$ at $r=0$ and $\mu=eV$ at $r=1$. For $T_0=0$, $f=r$ throughout the window $0<\varepsilon<eV$, and $f(1-f)$ vanishes outside it. The slice formula and the addition rule give

$$S=\frac4R\,eV\int_0^1r(1-r)\,dr=\frac{2}{3}\,eI,\qquad F=\frac13 .$$

For $T_0=0$, collisions therefore raise the noise by about 30%. They do so at every interior point. The local noise energy $\int f(1-f)\,d\varepsilon$ is $eV\,y^2$ without collisions and $(\sqrt3/\pi)\,eV\,y$ with them, where $y=\sqrt{r(1-r)}$. Since $y\le0.5$ and $\sqrt3/\pi\approx0.551$, the second is larger. This ordering needs cold reservoirs. At finite $T_0$ the collision-free result is $F=\tfrac13[4kT_0/eV+\coth(eV/2kT_0)]$. The increase due to collisions is then 22% at $kT_0/eV=0.017$, and it changes sign near $kT_0/eV\approx0.15$ (near 0.07 for the local noise energy at the midpoint).

A simple relaxation model for a uniform wire, with a single collision time, connects these two limits. Real collision rates depend on energy and temperature, so it gives only an estimate in between:

$$\frac{\partial^2f}{\partial r^2}=K\,(f-f_{\rm loc}),\qquad K=\frac{L^2/D}{\tau_{ee}} .$$

Here $\tau_{ee}$ is a collision time and $f_{\rm loc}$ is the Fermi function with the same particle and energy content as $f$. Because collisions conserve both, the right side vanishes when integrated over $\varepsilon$, with or without a factor $\varepsilon$. Both contents are therefore linear in $r$. The first gives $\mu=eVr$.

For the second, let $\theta(-\varepsilon)$ be the filled states below zero energy. Integrating by parts gives

$$\int\varepsilon\,[f-\theta(-\varepsilon)]\,d\varepsilon=\int\frac{\varepsilon^2}{2}\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon=\frac{\mu^2}{2}+\frac{\pi^2}{6}(kT)^2,$$

because $-\partial f_{\rm loc}/\partial\varepsilon$ has mean $\mu$ and variance $\pi^2(kT)^2/3$. Equating this to the straight line between its end values,

$$\frac{e^2V^2r^2}{2}+\frac{\pi^2k^2T^2}{6}=\frac{\pi^2k^2T_0^2}{6}+r\,\frac{e^2V^2}{2},$$

which gives $T^2=T_0^2+(3e^2V^2/\pi^2k^2)\,r(1-r)$. This is the earlier profile, reached by counting energy. In this model $K$ does not alter the energy content at a point, but it does alter how that energy is distributed, and hence the noise.

## A tungsten line at low temperature

Take a tungsten line of cross-section $20\times20$ nm² and length 10 µm, with $V=0.15$ mV and $T_0=0.030$ K. A rough resistivity for such a narrow line is 20 µΩ cm. Then

$$R=\frac{(2\times10^{-7})(10^{-5})}{4\times10^{-16}}=5000\ \Omega,\qquad I=30\ \mathrm{nA}.$$

The voltage corresponds to $eV/k=1.741$ K, so $v=0.2757\times1.741=0.480$ K. Including $T_0$, the peak temperature is $\sqrt{0.480^2+0.030^2}=0.481$ K, and the closed form gives a mean of 0.378 K. The noise is

$$S=\frac{4(1.381\times10^{-23})(0.3783)}{5000}=4.18\times10^{-27}\ \mathrm{A^2/Hz},$$

or 64.6 fA/√Hz. The Fano factor is 0.4347, which is 0.38% above $\sqrt3/4$. The leading correction alone, $(0.030/0.480)^2$, gives 0.39%.

Subtracting the zero-voltage Johnson noise first would remove $2kT_0/eV=0.034$ from $F$ and leave 0.400. That subtraction is wrong in this regime: for fully thermalized electrons the expansion has no term linear in $T_0$, so thermal noise does not simply add to shot noise. With incomplete thermalization a weak dependence of this kind returns: in the relaxation model at the $K$ estimated below, $dF/d(kT_0/eV)$ is about 0.2 near $kT_0/eV=0.006$, still far below the value 2 that the subtraction assumes.

## How large are the neglected effects?

**Incomplete thermalization.** Combining $\sigma=e^2\nu D$ with the electronic heat coefficient $\gamma=\pi^2k^2\nu/3$ gives $D=\mathcal L/(\gamma\rho)$. A rough $\gamma=100$ J/(m³K²) yields $D\approx12$ cm²/s and a diffusion time $L^2/D\approx82$ ns. For the collision time I take an order-of-magnitude estimate for a narrow disordered wire, without deriving it:

$$\tau_{ee}\sim\frac{\hbar g}{eV},\qquad g=\frac{\sigma A}{\ell_c}\frac{\hbar}{e^2},\qquad \ell_c=\sqrt{\frac{\hbar D}{eV}} .$$

It gives $\tau_{ee}\sim0.5$ ns, $L_{ee}=\sqrt{D\tau_{ee}}\sim0.8$ µm and $K\sim170$, with the same order-of-magnitude uncertainty as $\tau_{ee}$. Solving the relaxation model by finite differences at each energy, then integrating $f(1-f)$, gives $F=0.426$, about 2% below the closed form. A collision time five times longer gives 0.414, about 5% below. The Boltzmann collision integral with the energy-exchange kernel of a diffusive wire, $\kappa_{ee}|\varepsilon|^{-3/2}$ with $\kappa_{ee}=1/(\pi\sqrt{D/2}\,\hbar^{3/2}\nu A)$ or half that value, gives 0.421 or 0.417, that is 3 to 4% below, so the single-time model somewhat understates the deficit. Among the effects estimated in this section, this is the largest calculated shift of $F$.

**Phonons.** Take a heat loss per volume $\Sigma(T^5-T_0^5)$ with a rough $\Sigma=10^9$ W/(m³K⁵). The $T^5$ law is the clean-limit form. In this wire the thermal phonon wave number $q$ gives $q\ell\lesssim0.1$, so the true exponent may differ, and a $T^p$ law would replace $V^3$ below by $V^{p-2}$. Numerical solution of the heat equation with this sink shows 1.1% of the 4.5 pW Joule power going to phonons, and $F$ falling by 0.7%. For small losses and cold reservoirs the lost share scales as $V^5L/(V^2/L)=V^3L^2$ at fixed material and cross-section. The estimate above gives $K\propto L^2V^{1/2}$. Lowering the voltage thus suppresses phonon loss strongly at a modest cost in thermalization, as long as $eV\gg kT_0$ remains true. Shortening the wire reduces both quantities equally.

**Warm pads.** Each pad receives half the Joule power. Let its spreading resistance be $R_p$. Integrating the Wiedemann-Franz heat flow through the pad gives $V^2/(2R)=\mathcal L(T_p^2-T_0^2)/(2R_p)$, or $T_p^2=T_0^2+4(R_p/R)v^2$. For a half-disc contact of inner radius 10 nm, outer radius 100 µm, thickness 200 nm and the same resistivity, $R_p=(\rho/\pi d)\ln(10^4)\approx2.9$ Ω, where $d$ is the thickness. The inner edge warms to 0.038 K. Using this as the reservoir temperature raises $F$ by 0.2%. This estimate lets the heat enter over the full pad thickness. The wire touches only 20 nm of it, and the extra spreading near the contact adds a resistance of order $\rho/(2\pi\cdot10\ \mathrm{nm})\approx3$ Ω, so the true shift may be two or three times larger, still below 1%. These shifts refer to the noise of the wire alone at fixed wire voltage. If wire and pads are measured together at fixed total voltage, they form one conductor of varying cross-section, the closed form applies to the whole, and the shift practically vanishes.

**Quantum corrections and mean free path.** Weak localization changes the resistance by a relative amount of order $(2e^2/h)RL_{ee}/L\approx3\%$, if $L_{ee}$ stands in for the phase-coherence length. The electron-interaction correction of a narrow wire, of order $3(e^2/h)R\sqrt{\hbar D/kT}/L$, is similar in size: about 3% at $T_0$ and about 1% averaged over the heated profile. The resistance therefore depends slightly on the electron temperature. The effect of both corrections on $F$ is not calculated here. A rough product $\rho\ell=8\times10^{-16}$ Ω m² gives $\ell=4$ nm, so $\ell/L=4\times10^{-4}$ and the diffusive assumption is well satisfied.

## Beside a real interconnect

The cross-section and resistivity are plausible for a narrow tungsten line, but the temperature and voltage describe a cryogenic noise measurement, not a working chip. The current density, $7.5\times10^3$ A/cm², is also far below the rough scale of 1 MA/cm² for interconnects in use. At room temperature the assumptions of cold reservoirs and weak phonon coupling both fail. For the same 0.15 mV at 300 K, $kT_0$ is about 26 meV and Johnson noise gives $S/(2eI)=2kT_0/eV\approx345$, so $\sqrt3/4$ says nothing about the noise of that line. Even in the cold, the metal must be normal. Bulk alpha tungsten becomes superconducting at roughly 0.015 K, below the chosen $T_0$, but films containing the beta phase can do so at much higher temperatures, and the derivation would then not apply.
